Relativistic α² correction to the dissociation energy of H₂

**Question**

Hartree atomic units are used, with c = 1/α, point nuclei and electron g-factor 2. The nuclei are held fixed in parts (a) to (d) and move in part (e). Nuclear spin, relativistic recoil and QED corrections are neglected. The dissociation energy is

D = 2E(H) − E(H₂).

For the two electrons of H₂ the Breit-Pauli correction to the nonrelativistic Hamiltonian is α²h, with

h = −(p₁⁴ + p₂⁴)/8 + (π/2) Σ_iA δ(r_iA) − π δ(r₁₂) − (8π/3) s₁·s₂ δ(r₁₂) − ½ p₁ᵢ Tᵢⱼ p₂ⱼ + h_so + h_t,

Tᵢⱼ = δᵢⱼ/r + rᵢrⱼ/r³, r = r₁ − r₂.

Repeated Cartesian indices are summed. The spin-orbit part h_so is linear in the electron spins. The tensor part h_t has the form s₁ᵢ s₂ⱼ Qᵢⱼ, where Q is symmetric and traceless. Write e = ⟨h⟩.

(a) Show which terms contribute to first order in the singlet ground state, and find the total coefficient of δ(r₁₂).

(b) Find e for one hydrogen atom and for two atoms far apart.

(c) Write the orbit-orbit term through first derivatives of a real wave function ψ. Show that it vanishes if both electrons occupy one real orbital.

(d) A calculation at R = 1.40 bohr gives, in atomic units,

- ⟨p₁⁴ + p₂⁴⟩ = 13.2298
- Σ_iA ⟨δ(r_iA)⟩ = 0.91888
- ⟨δ(r₁₂)⟩ = 0.01680
- J = ∫ (∂₁ᵢψ) Tᵢⱼ (∂₂ⱼψ) dτ = 0.09518

Find the correction to D at this bond length, using α² hartree = 11.6873 cm⁻¹.

(e) Derive the correction for the lowest rovibrational state, v = 0, J_rot = 0. The averages over that state, in units of α² hartree, are −1.62838 (mass-velocity), 1.41985 (nuclear Darwin), 0.05096 (electron contact) and −0.04633 (orbit-orbit).

(f) How far can the result be trusted, and what does it leave out?

**Model answers**

**(a) The terms that survive**

The ground state is a spatial function times the two-electron singlet, so each expectation value factorizes into a spatial and a spin part. The singlet is unchanged by spin rotations, hence ⟨s₁⟩ = ⟨s₂⟩ = 0 and ⟨h_so⟩ = 0. The same invariance requires ⟨s₁ᵢs₂ⱼ⟩ to be proportional to δᵢⱼ:

⟨s₁ᵢs₂ⱼ⟩ = (δᵢⱼ/3) ⟨s₁·s₂⟩.

Contraction with Qᵢⱼ gives its trace, which is zero, so ⟨h_t⟩ = 0.

The scalar product does not vanish. From S² = s₁² + s₂² + 2s₁·s₂ with S = 0,

0 = 3/4 + 3/4 + 2⟨s₁·s₂⟩, so ⟨s₁·s₂⟩ = −3/4.

The coefficient of δ(r₁₂) is therefore

−π − (8π/3)(−3/4) = −π + 2π = +π.

The first −π is the Darwin term of the electron repulsion. Each electron contributes (1/8)∇²(1/r₁₂) = −(π/2)δ(r₁₂), and there are two electrons. The spin-spin contact part is twice as large and has the opposite sign. Four terms remain:

e = −⟨p₁⁴ + p₂⁴⟩/8 + (π/2) Σ_iA ⟨δ(r_iA)⟩ + π⟨δ(r₁₂)⟩ − ½⟨p₁ᵢTᵢⱼp₂ⱼ⟩.

"Darwin" must thus include the electron-electron contact term. In a state with nonzero total spin, the discarded spin terms would have to be examined again.

**(b) The atomic limit**

For the 1s function φ = e^(−r)/√π,

∇²φ = φ″ + (2/r)φ′ = (1 − 2/r)φ.

Since p² = −∇² is Hermitian, ⟨p⁴⟩ is the squared norm of ∇²φ:

⟨p⁴⟩ = 4 ∫₀^∞ r²(1 − 2/r)² e^(−2r) dr
= 4 ∫₀^∞ (r² − 4r + 4) e^(−2r) dr
= 4(1/4 − 1 + 2) = 5.

This form avoids a trap. If ∇² acts twice on φ, the term −2φ/r produces 8πδ(r)φ, which contributes 8πφ(0)² = 8. Dropping it would give 5 − 8 = −3, impossible for a squared norm.

With ⟨δ(r)⟩ = φ(0)² = 1/π,

e(H) = −5/8 + (π/2)(1/π) = −5/8 + 1/2 = −1/8.

The Dirac ground-state energy, measured from the rest energy, confirms this:

(√(1 − α²) − 1)/α² = −1/2 − α²/8 + O(α⁴).

For two distant atoms the electrons do not meet, so the contact term vanishes. In the orbit-orbit term, T tends to zero as 1/R. Its leading part also multiplies ⟨p⟩ of each atom, which is zero, and exchange parts vanish with the overlap. Therefore

2e(H) = −5/4 + 1 = −1/4.

**(c) The orbit-orbit term**

Let p₁ᵢ = −i∂₁ᵢ act to the left. Because ψ is real, (−i∂₁ᵢψ)* = +i∂₁ᵢψ, and

⟨p₁ᵢTᵢⱼp₂ⱼ⟩ = ∫ (i∂₁ᵢψ) Tᵢⱼ (−i∂₂ⱼψ) dτ = +J.

The surface term at infinity vanishes because ψ decays. On a small sphere around r = 0, T grows as 1/r while the area falls as r², so that surface term vanishes too. The contribution to e is −J/2.

The position of T relative to p₁ does not matter, because T is transverse:

∂ᵢTᵢⱼ = −rⱼ/r³ + (3rⱼ + rⱼ)/r³ − 3rⱼ/r³ = 0.

The three pieces come from differentiating 1/r, the product rᵢrⱼ, and 1/r³. No delta function is hidden at the origin, since the flux of T through a small sphere vanishes by the same power counting.

Now take ψ = φ(r₁)φ(r₂) and n = φ². Since φ∂ᵢφ = ½∂ᵢn,

J = ¼ ∫ (∂₁ᵢn(r₁)) Tᵢⱼ (∂₂ⱼn(r₂)) dτ = −¼ ∫ n(r₁) (∂₁ᵢTᵢⱼ) (∂₂ⱼn(r₂)) dτ = 0.

A closed-shell Hartree-Fock function for H₂ has this form. The orbit-orbit energy found below is therefore due to the departure of ψ from one doubly occupied orbital.

**(d) Assembly at R = 1.40 bohr**

The molecular terms, in units of α² hartree, are

mass-velocity: −13.2298/8 = −1.65372

nuclear Darwin: (π/2)(0.91888) = 1.44337

electron contact: π(0.01680) = 0.05278

orbit-orbit: −0.09518/2 = −0.04759

e(H₂) = −1.65372 + 1.44337 + 0.05278 − 0.04759 = −0.20516.

The correction to D is the atomic value minus the molecular value:

ΔD(R) = α²[2e(H) − e(H₂)]
= (−0.25000 + 0.20516)(11.6873 cm⁻¹)
= −0.524 cm⁻¹.

Relativity lowers both energies, but it lowers the separated atoms more, so the bond is weakened. Term by term the contributions are

- mass-velocity: +4.718 cm⁻¹
- nuclear Darwin: −5.182 cm⁻¹
- electron contact: −0.617 cm⁻¹
- orbit-orbit: +0.556 cm⁻¹

The two largest contributions have opposite signs and are nearly ten times the result. An error of one percent in the molecular nuclear density alone would change ΔD by

0.01 × 1.44337 × 11.6873 = 0.17 cm⁻¹,

about a third of the answer.

**(e) The lowest rovibrational state**

Let U(R) be the nonrelativistic energy curve and μ the reduced mass of the nuclei. For J_rot = 0 the radial function χ obeys

[−(1/2μ) d²/dR² + U(R) + α²e(R)] χ(R) = E χ(R).

Treat α²e(R) as the perturbation. With χ₀ the normalized solution for α²e = 0, first-order perturbation theory gives

ΔE = α² ∫ χ₀(R)² e(R) dR.

The response of χ to the perturbation enters the energy at order α⁴. The required quantity is thus the average of e(R), not its value at one bond length. The given averages add to

−1.62838 + 1.41985 + 0.05096 − 0.04633 = −0.20390,

and hence

ΔD₀ = (−0.25000 + 0.20390)(11.6873 cm⁻¹) = −0.539 cm⁻¹,

or −2.5 × 10⁻⁶ hartree. The separate contributions are +4.422, −4.907, −0.596 and +0.542 cm⁻¹, in the same order as before (the last from the unrounded average; the rounded −0.04633 gives +0.541).

Averaging changes the mass-velocity contribution by −0.296 cm⁻¹ and the nuclear Darwin contribution by +0.275 cm⁻¹. These changes largely cancel. The computed total moves by −0.015 cm⁻¹, which is comparable to the uncertainty of each total discussed in part (f). Basis errors may partly cancel in this difference, since both values come from the same basis, but the extent of that cancellation was not examined. If the electron contact term were omitted, the result would be −0.539 + 0.596 = +0.057 cm⁻¹, with the wrong sign.

**(f) Accuracy and omissions**

The expectation values come from 642 Gaussian functions, 440 of which contain the interelectronic distance explicitly. Gaussians are smooth, whereas the true wave function has cusps where two charged particles meet. Functions with large exponents must build these cusps, and the contact densities show how well they do so.

The densities can also be extrapolated from distances of 0.1 to 0.3 bohr with the exact cusp slopes. This gives 0.91938 bohr⁻³ in place of 0.91888 for the nuclear sum, and 0.01675 in place of 0.01680 for the electron pair. Taken alone, the differences correspond to

(π/2)(0.00050)(11.6873) = 0.009 cm⁻¹

π(0.00005)(11.6873) = 0.002 cm⁻¹.

At R = 10 bohr the same basis gives e = −0.24996, against −0.25 for separated atoms. That difference, 4 × 10⁻⁵ or 0.0005 cm⁻¹, is not a basis error alone. Dipole correlation between the atoms leaves an orbit-orbit tail of about +0.463/R⁴, which is 4.6 × 10⁻⁵ at this distance, about as large as the difference itself. In this basis the orbit-orbit term at R = 10 bohr is 4.3 × 10⁻⁵. The mass-velocity and nuclear Darwin terms are −1.24941 and 0.99941, each about 6 × 10⁻⁴ (0.007 cm⁻¹) from the atomic values −1.25 and 1, so the close agreement of the sum rests on a cancellation between them. These comparisons suggest an uncertainty of order 0.01 cm⁻¹, but they are incomplete. The extrapolations were made only at R = 1.40 bohr, the check at R = 10 bohr tests only the sum of the terms, and none of them tests ⟨p₁⁴ + p₂⁴⟩ in the bound molecule, where a relative error of 0.06 percent would already change ΔD by 0.01 cm⁻¹. Enlarging the basis to 1200 functions, without raising the largest nuclear exponent, moves ΔD by +0.002 cm⁻¹ at R = 1.40 bohr and by +0.001 cm⁻¹ at R = 1.7 bohr, so the third decimal of the values in parts (d) and (e) is not converged. The result is then

ΔD₀ ≈ −0.54 ± 0.01 cm⁻¹.

The numerical check asserts agreement with the rough reference value −0.53 cm⁻¹ to within 0.02 cm⁻¹.

An orbital-based configuration-interaction calculation gives a nuclear sum of 0.91479 bohr⁻³, which is 0.4 percent below the value used here. Substituting it in the Darwin term alone would shift ΔD by +0.08 cm⁻¹. This is the effect of the density error alone. The mass-velocity term has an error of its own, and even if the two have opposite effects on ΔD, they need not cancel. Both terms must therefore be converged.

The nonrelativistic dissociation energy in this calculation is about 36106 cm⁻¹. It is too small by several cm⁻¹, since the larger basis lowers the molecular energy by 5 cm⁻¹ at R = 1.40 bohr and by 11 cm⁻¹ at R = 1.7 bohr. The correction is roughly 15 parts per million of it. Comparison with a measurement would also require QED terms, starting at order α³, relativistic recoil, and the adiabatic and nonadiabatic corrections to the nuclear motion. The expansion itself assumes electron speeds small compared with c. It becomes unreliable for inner electrons near a nucleus of charge Z when Zα is no longer small.

Values computed for the example and the checks

```
alpha^2 hartree = 11.6873 cm^-1
proton mass = 1836.153 electron masses
number of basis functions = 642
1s atom: <p^4> = 5.000000 a.u., <delta> = 0.318310 bohr^-3
1s atom: e_H = -0.125000 alpha^2 hartree
Dirac energy gives e_H = -0.125003 alpha^2 hartree
singlet s1.s2 = -0.7500
fixed bond length R = 1.40 bohr
H2 energy at R = -1.174450 hartree
orbital CI energy at R = -1.173421 hartree
<p1^4+p2^4> = 13.2298 a.u.
sum of four <delta(r_iA)> = 0.91888 bohr^-3
same sum extrapolated with the cusp condition = 0.91938 bohr^-3
same sum from orbital CI = 0.91479 bohr^-3
<delta(r12)> = 0.01680 bohr^-3
<delta(r12)> extrapolated with the cusp condition = 0.01675 bohr^-3
integral grad1.T.grad2 = 0.09518 a.u.
term: two atoms, H2 at R, H2 in v=0 (alpha^2 hartree)
  mass-velocity: -1.25000, -1.65372, -1.62838
  nuclear Darwin: 1.00000, 1.44337, 1.41985
  electron contact: 0.00000, 0.05278, 0.05096
  orbit-orbit: 0.00000, -0.04759, -0.04633
  sum: -0.25000, -0.20516, -0.20390
contribution to D: at R, in v=0 (cm^-1)
  mass-velocity: 4.718, 4.422
  nuclear Darwin: -5.182, -4.907
  electron contact: -0.617, -0.596
  orbit-orbit: 0.556, 0.542
  sum: -0.524, -0.539
v=0 correction to D = -2.455e-06 hartree
v=0 mean bond length = 1.4482 bohr
v=0 energy = -1.164510 hartree
nonrelativistic D0 = 36105.7 cm^-1
change of D at R, last 123 functions = 0.0001 cm^-1
slope at 1.7 bohr: interpolated 0.06846, direct 0.06849 hartree/bohr
largest virial residual = 3.7e-04 hartree
largest rescaling gain = 3.3e-08 hartree
separated atoms, R = 10.0 bohr: E = -0.999988 hartree
separated atoms: e = -0.24996 alpha^2 hartree
```
